# Bending radius of a silicon wafer carrying a stressed thin film

## Question

I am stuck on this problem: a Si(001) wafer 500 µm thick carries a 100 nm film under a tensile stress of 1 GPa. The biaxial modulus of the wafer is 180 GPa. Find the bending radius.

I treated the wafer as a beam. The film pulls with a force per width equal to stress times thickness, at half the wafer thickness from the middle, and the beam resists with $Eh^3/12$ per width. Since the beam formula contains Young's modulus, I converted the given modulus with a Poisson ratio of 0.25 and used $E=0.75\times180=135$ GPa. That gave me 56 m.

Three things bother me. Should I have converted the modulus at all? Is it legitimate to take moments about the middle of the wafer, when the film also compresses the wafer, so that the unstrained plane cannot be in the middle? And why does the stiffness of the film not appear?

## Answer

Your force and lever arm are right, but the modulus should not have been converted. The film pulls in both in-plane directions, and the wafer bends in both.

### Setting up

Let $h$ be the wafer thickness, $M$ its biaxial modulus, $h_f$ the film thickness and $\sigma$ the film stress, positive in tension and equal in all in-plane directions. By $\sigma$ I mean the stress the film has while the wafer is held flat and unstrained. The wafer starts flat, is free of external loads, and responds linearly. I measure $z$ from its mid-plane towards the film and count the curvature $\kappa=1/R$ as positive when the film side is concave.

**The modulus.** If an isotropic plate has equal in-plane stresses $s$ and a stress-free surface, Hooke's law gives the strain in either direction as

$$\varepsilon=\frac{s-\nu s}{E}\quad\Rightarrow\quad s=\frac{E}{1-\nu}\,\varepsilon\equiv M\varepsilon .$$

Silicon is cubic, not isotropic. On a (001) face with equal in-plane strains $\varepsilon$, the normal stress must vanish:

$$C_{11}\varepsilon_z+2C_{12}\varepsilon=0\quad\Rightarrow\quad \varepsilon_z=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The in-plane stress along either cube axis is then

$$s=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .$$

The two stresses are equal and there is no shear, so the stress is the same in every in-plane direction. The bracket is $M$. Taking $C_{11}=166$ GPa and $C_{12}=64$ GPa as illustrative inputs for silicon, it is about 181 GPa, close to the given value.

**The strain.** The wafer, the film stress and the loading all look the same after a quarter turn about $z$. The linear problem has one solution, so that solution has the same symmetry and the two curvatures are equal. The deflection is $w=\kappa(x^2+y^2)/2$. A point at height $z$ is carried sideways by $-z\,\partial w/\partial x$ as the plate tilts, which contributes a strain $-\kappa z$. Adding a uniform strain $\varepsilon_0$,

$$\varepsilon(z)=\varepsilon_0-\kappa z .$$

### The two balances

Cut the wafer well away from its edge. Nothing outside pulls on it or twists it, so the total force and the total moment per width across the cut are zero. The film is so thin that I place its whole force $\sigma h_f$ at $z=h/2$ and, for now, ignore the change of its stress on bending.

Force balance:

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,dz+\sigma h_f=Mh\varepsilon_0+\sigma h_f=0
\quad\Rightarrow\quad \varepsilon_0=-\frac{\sigma h_f}{Mh}.$$

Moment balance about the mid-plane, where the $\varepsilon_0$ term integrates to zero because $z$ is odd:

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)z\,dz+\sigma h_f\frac h2=-\frac{M\kappa h^3}{12}+\frac{\sigma h_fh}{2}=0 .$$

Multiplying by $12/(Mh^3)$ and solving for $\kappa$ gives Stoney's formula:

$$\kappa=\frac{6\sigma h_f}{Mh^2},\qquad R=\frac{Mh^2}{6\sigma h_f}.$$

This settles your second worry. Because the total force is zero, the total moment is the same about any axis. The mid-plane is a convenient choice because the uniform compression has no moment about it. It is not the unstrained plane: setting $\varepsilon(z)=0$ gives $z=\varepsilon_0/\kappa=-h/6$, which is 83 µm below the middle.

### The numbers

The film force per width is $10^9\ \text{Pa}\times10^{-7}\ \text{m}=100$ N/m, and $Mh^2=180\times10^9\times(5\times10^{-4})^2=45\,000$ N. Hence

$$R=\frac{45\,000}{6\times100}\ \text{m}=75\ \text{m},\qquad \kappa=0.0133\ \text{m}^{-1}.$$

The film side is concave, since a tensile film tries to shorten the face it sits on. A compressive film reverses the sign of $\kappa$.

Over a wafer of radius $a=50$ mm, the height difference between centre and rim is $\delta=a^2/(2R)=16.7$ µm. The wafer strain is $\varepsilon_0-\kappa h/2=-4\sigma h_f/(Mh)$ at the film and $\varepsilon_0+\kappa h/2=+2\sigma h_f/(Mh)$ at the back. Multiplied by $M$, these give stresses of $-0.80$ MPa and $+0.40$ MPa, about a thousandth of the film stress or less. The film's force is spread over a wafer 5000 times thicker.

### Which problem has the answer 56 m?

Take an isotropic wafer and let the film stresses $\sigma_x$ and $\sigma_y$ differ. Write the wafer stress along $x$ as $A_x-B_xz$. The moment balance for that direction reads $-B_xh^3/12+\sigma_xh_fh/2=0$, so $B_x=6\sigma_xh_f/h^2$, and likewise for $y$. The strain along $x$ is the $x$ stress minus $\nu$ times the $y$ stress, divided by $E$. Its slope in $z$ is $-\kappa_x$, so

$$\kappa_x=\frac{B_x-\nu B_y}{E}=\frac{6h_f}{Eh^2}(\sigma_x-\nu\sigma_y).$$

With $\sigma_y=0$ this is your beam result, $R_x=56$ m, accompanied by an opposite curvature $\kappa_y=-\nu\kappa_x$: the wafer becomes a saddle. With $\sigma_y=\sigma_x=\sigma$, the second tension removes a fraction $\nu$ of $\kappa_x$. The radius becomes $56.25/0.75=75$ m, and $E/(1-\nu)=M$ appears by itself. On real Si(001), $E$ and $\nu$ depend on direction. The constants above, with $C_{44}=80$ GPa, give $E=130$ GPa and $\nu=0.28$ along [100], but $E=170$ GPa and $\nu=0.06$ along [110], so the uniaxial radius would be 54 m or 71 m. The ratio $E/(1-\nu)$ is 181 GPa in both directions.

A single modulus is not available for every crystal face. For Si(110), with $C_{44}=80$ GPa as well, equal in-plane strains require 197.5 GPa per unit strain along [001] but 241.2 GPa along $[1\bar10]$. The formula with one $M$ does not apply there.

### Where the film's stiffness went

It enters at the next order in $h_f/h$. Let $M_f$ be the film's biaxial modulus. When the wafer bends, the film shares the strain of the face beneath it, $-4\sigma h_f/(Mh)$, so its force drops to

$$\sigma h_f\left(1-\frac{4M_fh_f}{Mh}\right).$$

The film's centre is at $z=(h+h_f)/2$, which lengthens the lever arm by the factor $1+h_f/h$. The curvature is proportional to force times arm. Multiplying the factors and keeping first-order terms,

$$\frac{\Delta\kappa}{\kappa}=\frac{h_f}{h}\left(1-\frac{4M_f}{M}\right).$$

For a rough $M_f=350$ GPa this is $2\times10^{-4}\times(1-7.78)=-0.14\,\%$. Minimising the elastic energy of both layers numerically, with their full thicknesses, gives $R=75.10$ m, as this correction predicts. You may therefore find the film stress from a curvature without knowing the film's modulus, as long as $h_f/h$ and $M_fh_f/(Mh)$ are both small. The second condition concerns $\sigma$ as defined above, with the wafer held flat. For the stress the film actually carries after bending, only the lever-arm factor remains, and the first-order error is $h_f/h$.

### When is the deflection too large?

A flat disc cannot become a spherical cap without stretching. To estimate the cost, treat the wafer as isotropic and keep the shape $w=\kappa r^2/2$. With radial displacement $u$, the stretching strains are $e_r=u'+\kappa^2r^2/2$ and $e_\theta=u/r$. Eliminating $u$,

$$e_r-\frac{d(re_\theta)}{dr}=\frac{\kappa^2r^2}{2}.$$

In-plane equilibrium requires the forces per width to obey $N_\theta=d(rN_r)/dr$, and $N_r$ must vanish at the rim. Try $N_r=c(a^2-r^2)$, so $N_\theta=c(a^2-3r^2)$. Hooke's law, $Ehe_r=N_r-\nu N_\theta$ and $Ehe_\theta=N_\theta-\nu N_r$, gives

$$Eh\,e_r=c\left[(a^2-r^2)-\nu(a^2-3r^2)\right],$$
$$Eh\frac{d(re_\theta)}{dr}=c\left[(a^2-9r^2)-\nu(a^2-3r^2)\right].$$

Their difference is $8cr^2$, so the trial form works with $c=Eh\kappa^2/16$. The stretching energy is

$$U=\frac{1}{2Eh}\int_0^a(N_r^2+N_\theta^2-2\nu N_rN_\theta)\,2\pi r\,dr .$$

The cross term vanishes, because $\int N_rN_\theta r\,dr=\int(rN_r)\,d(rN_r)$ and $rN_r$ is zero at both ends. The squares give $c^2a^6/6$ and $c^2a^6/2$, so

$$U=\frac{\pi}{Eh}\,\frac{2c^2a^6}{3}=\frac{\pi Eh\kappa^4a^6}{384}.$$

Per area, the bending energy is $\int M\kappa^2z^2dz=Mh^3\kappa^2/12$, and the part of the film energy that depends on $\kappa$ is $2\sigma h_f(-\kappa h/2)$, the 2 counting both directions. The uniform strain $\varepsilon_0$ does not couple to the stretching, since $\int(N_r+N_\theta)r\,dr=0$. Setting the $\kappa$ derivative of the total energy per area to zero,

$$\frac{Mh^3\kappa}{6}-\sigma h_fh+\frac{Eh\kappa^3a^4}{96}=0 .$$

Dividing by $Mh^3/6$, and using $E/M=1-\nu$ and $\kappa a^2=2\delta$,

$$\kappa\left[1+(1-\nu)\frac{\delta^2}{4h^2}\right]=\frac{6\sigma h_f}{Mh^2}.$$

For $\nu=0.25$ and $\delta=16.7$ µm the curvature, averaged over the wafer, falls by about 0.02 %. The true shape is not exactly spherical: at this order the curvature at the centre falls by $2+\nu$ times this average, about 0.05 %, which is still negligible here. What matters is the ratio of bow to wafer thickness. With the shape left free, the curvature at the centre lies about 9 % below Stoney's value when the Stoney bow is half the thickness, and about 24 % below when it equals the thickness, so the linear formula fails before the two are equal. When the Stoney bow reaches roughly three times the thickness, the shape with equal curvatures becomes unstable, the two curvatures separate, and the equation above no longer applies either.

### Gravity

Rest the same wafer on its rim, film side up. Its weight per area is $q=\rho gh$. Let $v$ be the downward deflection and $D=Eh^3/[12(1-\nu^2)]=Mh^3/[12(1+\nu)]$ the isotropic bending stiffness. The plate equation $D\nabla^4v=q$, integrated once over a disc of radius $r$, gives $D\,d(\nabla^2v)/dr=qr/2$. Integrating twice more, with zero slope at the centre,

$$v'=\frac{qr^3}{16D}+br .$$

The constant $b$ follows from zero bending moment at the rim, $v''+\nu v'/a=0$:

$$\frac{(3+\nu)qa^2}{16D}+(1+\nu)b=0\quad\Rightarrow\quad b=-\frac{(3+\nu)qa^2}{16(1+\nu)D}.$$

The sag of the centre below the rim is

$$-\int_0^av'\,dr=-\frac{qa^4}{64D}+\frac{(3+\nu)qa^4}{32(1+\nu)D}=\frac{(5+\nu)qa^4}{64(1+\nu)D}=\frac{3(5+\nu)\rho ga^4}{16Mh^2}.$$

Taking $\rho=2330$ kg/m³ and $\nu=0.25$ as inputs, this is 3.1 µm, or 19 % of the film-induced bow (18 % if the cubic anisotropy of silicon is kept at the same $M$), and in this position it adds to it. Measuring on the same support before and after deposition, and subtracting, removes it to first order.

### Beside a real wafer

The stress and film modulus used here are roughly those of tensile silicon nitride grown by low-pressure chemical vapour deposition. That process coats both faces, and equal films on both faces have cancelling moments, so the back film must be removed before the one-sided formula applies. The derivation also assumed that the wafer starts flat, which a real wafer need not do. An initial bow equal to the film-induced one, and in the same direction, would halve the apparent radius. The quantity to put into Stoney's formula is therefore the change of $1/R$.

Subtraction does not cure an error in wafer thickness, because $R\propto h^2$. With the film held fixed, wafers of 490 µm and 510 µm have radii of 72 m and 78 m.

A small drift of the measuring temperature matters less for this film. If wafer and film expand by $\alpha_s$ and $\alpha_f$ per kelvin, the film is stretched by the difference, and its stress changes by $M_f(\alpha_s-\alpha_f)\Delta T$. For round values of 3 and 2 ppm/K and a rise of 10 K, this is 3.5 MPa, or 0.35 % of the film stress. Over a change of several hundred kelvin, as on cooling from deposition, or for a metal film with a much larger expansion mismatch, the thermal part is not small. The numerical output below lists the inputs and the sizes of these effects.

## Calculated quantities

```
GIVEN
wafer biaxial modulus          180 GPa
wafer thickness                500 um
film thickness                 100 nm
film stress                    1.0 GPa
RESULT
film force per width           100.0 N/m
modulus x thickness squared    45000 N
curvature                      0.01333 1/m
bending radius (Stoney)        75.00 m
radius from bilayer solver     75.10 m
radius if E wrongly used for M 56.25 m
INSIDE THE WAFER
mid-plane strain               -1.11 ppm
strain at film side            -4.44 ppm
strain at back side            2.22 ppm
stress at film side            -0.80 MPa
stress at back side            0.40 MPa
zero-strain plane, z           -83.3 um
MODULUS CHECK (rough Si constants)
C11, C12, C44                  166, 64, 80 GPa
(001) biaxial modulus          180.7 GPa
(110) stress/strain along 001  197.5 GPa
(110) stress/strain along 1-10 241.2 GPa
NEGLECTED EFFECTS: INPUTS
wafer diameter                 100 mm
film biaxial modulus           350 GPa
Poisson ratio                  0.25
wafer density                  2330 kg/m3
expansion coeff. wafer, film   3.0, 2.0 ppm/K
temperature change             10 K
wafer thickness error          10 um
NEGLECTED EFFECTS: SIZES
bow, centre to rim             16.67 um
gravity sag on rim support     3.12 um
gravity sag / bow              18.7 %
film stiffness, curvature      -0.136 %
large deflection, curvature    -0.021 %
thermal change of film stress  3.50 MPa
thermal change / film stress   0.35 %
radius for thinner wafer       72.03 m
radius for thicker wafer       78.03 m
```
